# Resonant sound-velocity increase in a glass between 0.1 and 1 K

## Problem

An amorphous dielectric contains tunnelling two-level systems with the Hamiltonian

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2}.$$

Here $\Delta$ is the asymmetry, $\Delta_0$ the tunnel splitting and $E$ the level splitting. A strain $e$ changes $\Delta$ to $\Delta+2\gamma e$. The number of systems per unit volume in $d\Delta\,d\Delta_0$ is $(\bar P/\Delta_0)\,d\Delta\,d\Delta_0$ with $\Delta\ge 0$; both signs of the asymmetry are folded together, so each system is counted once. The tunnelling strength is

$$C=\frac{\bar P\gamma^2}{\rho v^2}=3\times10^{-4},$$

where $\rho$ is the density and $v$ the sound velocity.

(a) Calculate the fractional change of sound velocity between $T_1=0.1$ K and $T_2=1$ K for a weak wave with $\hbar\omega\ll k_BT$, keeping only the resonant response.

(b) Find the leading correction for finite frequency.

(c) Determine when relaxation is negligible, and size both corrections for a 500 MHz longitudinal wave in a silica-like glass.

## Solution

### The resonant response of one system

Let $x=\gamma e$. The strain adds $x\sigma_z$ to $H$. Write $\cos\theta=\Delta/E$ and $\sin\theta=\Delta_0/E$, and define operators in the energy basis by

$$\tau_z=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x,\qquad \tau_x=\cos\theta\,\sigma_x-\sin\theta\,\sigma_z .$$

Then $H=\frac12E\tau_z$, and solving for $\sigma_z$ gives

$$\sigma_z=\cos\theta\,\tau_z-\sin\theta\,\tau_x .$$

The $\tau_x$ part mixes the two levels and gives the resonant response. The $\tau_z$ part shifts the levels, which matters only if the populations can follow; that is relaxation, treated in part (c).

For a Hamiltonian $\frac12\mathbf B\cdot\boldsymbol\tau$, the averages $\mathbf s=\langle\boldsymbol\tau\rangle$ obey $\hbar\dot{\mathbf s}=\mathbf B\times\mathbf s$. The mixing part gives $\mathbf B=(-2x\sin\theta,0,E)$. In equilibrium $s_x=s_y=0$ and $s_z=-t$, with $t=\tanh(E/2k_BT)$. To first order in $x$,

$$\hbar\dot s_x=-Es_y,\qquad \hbar\dot s_y=Es_x-2xt\sin\theta .$$

Differentiating the first equation and inserting the second,

$$\hbar^2\ddot s_x=-E^2s_x+2Ext\sin\theta .$$

For $x=x_0\cos\omega t'$, with $t'$ the time, the driven solution is

$$s_x=\frac{2E\,t\sin\theta}{E^2-\hbar^2\omega^2}\,x .$$

Since $\langle\sigma_z\rangle$ contains $-\sin\theta\,s_x$, the response is

$$R_{\rm res}=\frac{\partial\langle\sigma_z\rangle}{\partial x}=-\frac{2\sin^2\theta\;E\tanh(E/2k_BT)}{E^2-\hbar^2\omega^2}.$$

The static limit shows what the sign means. The levels are $\pm\frac12\sqrt{(\Delta+2x)^2+\Delta_0^2}$, with curvatures $\pm2\Delta_0^2/E^3$ at $x=0$. The lower level bends downward under strain and softens the glass; the upper one stiffens it. The net softening is proportional to the population difference $t$. Heating reduces $t$, removes softening and raises the sound velocity.

### Sum over the systems

The energy density has the strain derivative $\gamma\langle\sigma_z\rangle$ per system, so each system changes the elastic modulus $M=\rho v^2$ by $\gamma^2R_{\rm res}$ per unit volume. Because $v=\sqrt{M/\rho}$,

$$\frac{\delta v}{v}=\frac{\delta M}{2\rho v^2}.$$

In polar variables $\Delta=E\cos\theta$, $\Delta_0=E\sin\theta$, the area element is $E\,dE\,d\theta$, hence

$$\frac{d\Delta\,d\Delta_0}{\Delta_0}=\frac{dE\,d\theta}{\sin\theta},\qquad 0\le\theta\le\frac{\pi}{2}.$$

The angular integral is $\int_0^{\pi/2}\sin^2\theta\,d\theta/\sin\theta=1$. The factor 2 in $R_{\rm res}$ cancels the 2 in $\delta M/(2\rho v^2)$, leaving

$$\frac{\delta v}{v}=-C\,\mathcal P\!\!\int_0^{E_m}\!\frac{E\tanh(E/2k_BT)}{E^2-\hbar^2\omega^2}\,dE ,$$

where $\mathcal P$ denotes the principal value and $E_m$ is the upper limit of the distribution.

### (a) The low-frequency result

For $\hbar\omega\ll k_BT$ set $\omega=0$ in the integral, and put $u=E/2k_BT$. The upper limit becomes $U=E_m/2k_BT$, which is smaller at the higher temperature. Therefore

$$\frac{v(T_2)-v(T_1)}{v}=-C\left[\int_0^{U_2}-\int_0^{U_1}\right]\frac{\tanh u}{u}\,du
=C\int_{U_2}^{U_1}\frac{\tanh u}{u}\,du .$$

If $E_m\gg2k_BT_2$, then $\tanh u\simeq1$ over the whole remaining range, and

$$\boxed{\frac{v(T_2)-v(T_1)}{v}=C\ln\frac{U_1}{U_2}=C\ln\frac{T_2}{T_1}}$$

The unknown cutoff has cancelled. For the given temperatures,

$$C\ln10=3\times10^{-4}\times2.3026=6.9\times10^{-4},$$

or about $7\times10^{-4}$ at the precision of $C$. A direct double sum over $\Delta$ and $\Delta_0$, made without the polar variables, also gives 2.3026 for the logarithmic factor.

The logarithm reflects equal contributions from equal ratios of energy. Starting from 0.1 K, the increase is $2.1\times10^{-4}$ at 0.2 K and $4.8\times10^{-4}$ at 0.5 K.

### (b) Finite frequency

Let $w=\hbar\omega$, and let $I(w)$ be the principal-value integral above, without the factor $-C$. Its change from zero frequency is

$$I(w)-I(0)=\mathcal P\!\!\int_0^\infty\frac{w^2\tanh(E/2k_BT)}{E(E^2-w^2)}\,dE .$$

This converges at high energy, so the cutoff may be sent to infinity. Use the expansion

$$\tanh\frac{E}{2k_BT}=4k_BT\sum_{n=0}^\infty\frac{E}{E^2+\nu_n^2},\qquad \nu_n=2\pi k_BT\,(n+\tfrac12),$$

and the partial fractions

$$\frac{1}{(E^2-w^2)(E^2+\nu_n^2)}=\frac{1}{w^2+\nu_n^2}\left[\frac1{E^2-w^2}-\frac1{E^2+\nu_n^2}\right].$$

The first term in the bracket has the antiderivative $(1/2w)\ln|(E-w)/(E+w)|$. This vanishes at both $E=0$ and $E=\infty$, and its singular parts on the two sides of $E=w$ cancel, so its principal value is zero. The second term integrates to $\pi/(2\nu_n)$. With $y=\hbar\omega/(2\pi k_BT)$,

$$I(w)-I(0)=-\sum_{n=0}^\infty\frac{2\pi k_BT\,w^2}{\nu_n(\nu_n^2+w^2)}
=-\sum_{n=0}^\infty\frac{y^2}{(n+\frac12)\left[(n+\frac12)^2+y^2\right]} .$$

For small $y$ the sum becomes $-y^2\sum_n(n+\frac12)^{-3}=-7\zeta(3)y^2$, because the sum over odd integers is $\sum_n(2n+1)^{-3}=\frac78\zeta(3)$. Restoring the factor $-C$ and subtracting the two temperatures,

$$\frac{v(T_2)-v(T_1)}{v}\simeq C\left[\ln\frac{T_2}{T_1}-7\zeta(3)\,(y_1^2-y_2^2)\right].$$

The correction reduces the increase. It comes mainly from the colder end, where the wave quantum is largest relative to $k_BT$.

### (c) Relaxation

The diagonal part of the coupling changes the splitting by $2x\cos\theta$. If the populations followed at once, $s_z=-\tanh(E/2k_BT)$ would change by

$$\delta s_z=-\frac{x\cos\theta}{k_BT}\,{\rm sech}^2\frac{E}{2k_BT}.$$

Populations with relaxation time $\tau$ obey $\tau\dot n=-n+n_0\cos\omega t'$. Inserting $n=a\cos\omega t'+b\sin\omega t'$ gives $b=a\omega\tau$ and $a=n_0/(1+\omega^2\tau^2)$. The in-phase response is therefore

$$R_{\rm rel}=-\frac{\cos^2\theta}{k_BT}\,{\rm sech}^2\frac{E}{2k_BT}\;\frac1{1+\omega^2\tau^2}.$$

**The rate.** At these temperatures take relaxation by emission and absorption of one phonon. A mode of wave number $k$ and velocity $v_s$ in volume $V$ has strain amplitude $k\sqrt{\hbar/2\rho V\omega_k}$, and the matrix element between the levels contains $\gamma_s\sin\theta$. Population differences decay at the sum of the downward and upward rates, which carry the factors $N+1$ and $N$; here $N$ is the phonon occupation and $2N+1=\coth(E/2k_BT)$. The golden rule for one branch gives

$$\frac1\tau=\frac{2\pi}{\hbar}\gamma_s^2\sin^2\theta\,\coth\frac{E}{2k_BT}\;\frac{V}{2\pi^2}\int k^2dk\,\frac{\hbar k^2}{2\rho Vv_sk}\,\delta(\hbar v_sk-E).$$

The delta function sets $k=E/\hbar v_s$ and contributes $1/(\hbar v_s)$. Summing over one longitudinal and two transverse branches,

$$\frac1\tau=\frac{\sin^2\theta}{\tau_m},\qquad
\frac1{\tau_m}=\frac{E^3}{2\pi\rho\hbar^4}\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right)\coth\frac{E}{2k_BT}.$$

**The velocity change.** With $a=\omega\tau_m$, the same sum over systems as before gives

$$\left(\frac{\delta v}{v}\right)_{\rm rel}=-\frac C2\int_0^\infty\frac{dE}{k_BT}\,{\rm sech}^2\frac{E}{2k_BT}\;A(a),\qquad
A=\int_0^{\pi/2}\!d\theta\,\frac{\cos^2\theta\,\sin^3\theta}{\sin^4\theta+a^2}.$$

*Fast wave, $a\gg1$.* Here $A\simeq2/(15a^2)$, because $\int_0^{\pi/2}\cos^2\theta\sin^3\theta\,d\theta=\frac13-\frac15$. If $a\gg1$ for all systems that contribute, including those with $E$ of several $k_BT$, relaxation fades as $\omega^{-2}$. The result of part (a) holds when relaxation is small and $\hbar\omega\ll k_BT$ at both temperatures.

*Slow wave, $a\ll1$.* With $q=\sin\theta$, $A=\int_0^1\sqrt{1-q^2}\,q^3dq/(q^4+a^2)$. Replacing the root by 1 gives $\frac14\ln[(1+a^2)/a^2]\simeq\frac12\ln(1/a)$; the remainder tends to a constant. At fixed $E/k_BT$, $1/a\propto T^3$, so $A$ grows as $\frac32\ln T$. Since $\int_0^\infty(dE/k_BT)\,{\rm sech}^2(E/2k_BT)=2$,

$$\left(\frac{\delta v}{v}\right)_{\rm rel}=-\frac32C\ln T+{\rm const}.$$

Numerical integration at 1 mHz between 1 and 2 K gives a slope of $-1.5000\,C$. Added to the resonant $+C\ln T$, this leaves $-\frac12C\ln T$: the velocity falls on heating. This law needs the $1/\Delta_0$ distribution to extend below $\Delta_0\sim E\sqrt a$, where systems become too slow to follow the wave; at 1 mHz and 1 K that is about $10^{-5}$ K. If instead the distribution ends at a larger $\Delta_{0,\min}$, every system relaxes, $A\simeq\ln(E/\Delta_{0,\min})+{\rm const}$, and the relaxation slope is $-C$, which cancels the resonant term. At 10 kHz a lower cutoff up to 1 mK leaves the value tabulated below unchanged. A low frequency in the sense $\hbar\omega\ll k_BT$ is thus not enough for part (a). The wave must also be fast compared with the relaxation of the thermal systems at the upper temperature.

### Numbers for a 500 MHz wave

Take rough values for vitreous silica: $\rho=2200$ kg/m³, $v_l=5800$ m/s, $v_t=3800$ m/s, $\gamma_l=1.0$ eV and $\gamma_t=0.65$ eV. With $C=3\times10^{-4}$ for the longitudinal wave, $\bar P=C\rho v_l^2/\gamma_l^2=8.6\times10^{44}$ J⁻¹m⁻³. The velocity increase is

$$5800\ \text{m/s}\times6.9\times10^{-4}=4.0\ \text{m/s}.$$

*Frequency.* At 0.1 K, $\hbar\omega/k_BT=0.24$ and $y_1=0.0382$; $y_2$ is ten times smaller. The leading correction is

$$-3\times10^{-4}\times8.41\times(0.0382^2-0.0038^2)=-3.6\times10^{-6}.$$

The full sum gives the same value to two digits.

*Relaxation.* At 1 K, $\omega\tau_m$ is 30 for $E=k_BT$ but only 2.2 for $E=3k_BT$. The fast-wave limit is therefore not reached for all thermal systems, and the integral must be done numerically. It gives $-4.2\times10^{-6}$. Couplings 20% larger, with $C$ held fixed, change this to $-6.7\times10^{-6}$.

Together the two corrections lower the increase to $6.8\times10^{-4}$, which is 1.1% below the logarithmic law. A sharp cutoff at $E_m/k_B=10$ K would change the resonant part of the increase by only $-2.5\times10^{-9}$. As a scale for ordinary anharmonicity, the thermal phonon energy density at 1 K is $5.7\times10^{-12}$ of $\rho v_l^2$; even a factor of $10^4$ multiplying this ratio would leave it negligible here.

### Where the answer applies

With the same glass parameters and temperatures, the changes in units of $10^{-4}$ are:

| Frequency | Resonant | Relaxation | Total |
|---|---:|---:|---:|
| 10 kHz | 6.91 | −8.66 | −1.75 |
| 1 MHz | 6.91 | −3.68 | 3.22 |
| 100 MHz | 6.91 | −0.25 | 6.65 |
| 500 MHz | 6.87 | −0.04 | 6.83 |
| 1 GHz | 6.77 | −0.02 | 6.75 |
| 5 GHz | 4.56 | −0.001 | 4.56 |

From 100 MHz to 1 GHz the listed totals lie within 4% of $C\ln10$. At 5 GHz the condition $\hbar\omega\ll k_BT$ fails at 0.1 K, where the ratio is 2.4. At 1 MHz relaxation removes about half of the resonant increase, and at 10 kHz it reverses the sign. The 10 kHz relaxation term is smaller in size than the slow-wave estimate $\frac32C\ln10=10.4\times10^{-4}$, because at 0.1 K the product $\omega\tau_m$ for $E=k_BT$ is still about 0.6.

For a real silica-like glass, a tunnelling strength of a few times $10^{-4}$ is a typical magnitude, but the neglect of relaxation is an assumption about the experiment as well as the material. In a kilohertz mechanical resonator it fails over this temperature range, and the answer to part (a) then describes only the resonant part of the change. The estimates also leave out multi-phonon and thermally activated relaxation, interactions between tunnelling systems, departures from the assumed distribution, and saturation by a strong wave. The 1.1% correction is therefore a result within this model and does not measure its total error for a real glass. The numerical output below lists the values used.

## Computed values

```
Tunnelling strength C = 3.0e-04
Temperatures = 0.1 K and 1.0 K
ln(T2/T1) = 2.3026
Direct double sum for the same factor = 2.3026
Resonant fractional increase C ln(T2/T1) = 6.908e-04
  increase from 0.1 K to 0.2 K = 2.079e-04
  increase from 0.1 K to 0.5 K = 4.828e-04
  increase from 0.1 K to 1.0 K = 6.908e-04
Density = 2200 kg/m3; v_l = 5800 m/s; v_t = 3800 m/s
Couplings: longitudinal 1.00 eV, transverse 0.65 eV
Velocity increase = 4.01 m/s
Implied Pbar = 8.65e+44 1/(J m3)
Acoustic frequency = 500 MHz
h f/kB = 0.0240 K
h f/(kB T) at 0.1 K = 0.240
y = h f/(2 pi kB T) at 0.1 K = 0.0382
Largest rate at E = kB T, 0.1 K = 1.04e+05 1/s; omega tau = 3.01e+04
Largest rate at E = kB T, 1.0 K = 1.04e+08 1/s; omega tau = 30.1
Largest rate at E = 3 kB T, 1.0 K = 1.44e+09 1/s; omega tau = 2.19
Finite-frequency correction to dv/v = -3.62e-06
  its leading term = -3.65e-06
Relaxation correction to dv/v = -4.23e-06
  with couplings 20% larger, C fixed = -6.69e-06
Correction for energy cutoff at 10 K = -2.5e-09
Thermal phonon energy/(rho v_l^2) at 1 K = 5.7e-12
Increase with frequency and relaxation terms = 6.829e-04
  relative to the logarithmic law = -1.14 %
Slow-wave relaxation slope d(dv/v)/d(ln T) / C = -1.5000
Change of dv/v from 0.1 to 1 K: resonant, relaxation, total
      0.01 MHz: 6.908e-04, -8.660e-04, -1.752e-04
      1.00 MHz: 6.908e-04, -3.684e-04, 3.224e-04
    100.00 MHz: 6.906e-04, -2.549e-05, 6.651e-04
    500.00 MHz: 6.872e-04, -4.234e-06, 6.829e-04
   1000.00 MHz: 6.765e-04, -1.627e-06, 6.749e-04
   5000.00 MHz: 4.561e-04, -1.159e-07, 4.560e-04
```
